\section*{The Kleinman–Bylander Separable Form: Exactness, Second-Order Errors and Ghost States}

\section{What goes wrong with the obvious projector}

A semilocal pseudopotential applies a different radial potential to each angular momentum. In an orbital basis, its matrix element between orbitals $p$ and $q$ is a radial integral over the product of their angular components. That integral does not split into a number belonging to $p$ times a number belonging to $q$, so each pair needs its own. A projector onto one orbital would give such a product, but the first projector that comes to mind spoils the physics.

Take one electron in an $s$ channel. Hartree atomic units are used throughout. Write the orbital as $u(r)Y_{00}/r$, with $u(0)=0$ and inner product $\langle u|w\rangle=\int_0^\infty u^*w\,dr$. The radial Hamiltonian is
\begin{equation}
h_{\rm SL}=h_{\rm loc}+\delta V(r),\qquad
h_{\rm loc}=-\frac12\frac{d^2}{dr^2}+V_{\rm loc}(r).
\end{equation}
Here $V_{\rm loc}$ is the part shared by all channels, and $\delta V$ is the real, short-ranged remainder of this channel. The model used below is
\begin{equation}
V_{\rm loc}=-\frac{\operatorname{erf}(r)}{r},\qquad \delta V=2e^{-r^2}.
\end{equation}
Its lowest state, the reference orbital $\varphi$ (real and normalized), has energy $\varepsilon=-0.21645$ hartree. The correction has expectation value
\begin{equation}
v=\langle\varphi|\delta V|\varphi\rangle=0.04805\ \text{hartree}.
\end{equation}

Now replace $\delta V$ by $v|\varphi\rangle\langle\varphi|$. The expectation value in $\varphi$ is unchanged, yet the lowest energy drops to $-0.29424$ hartree, an error of $-0.0778$ hartree. The projector sends $\varphi$ to $v\varphi$, whereas the potential sends it to $\delta V\varphi$, a different function. Hence $\varphi$ is no longer an eigenstate. It is still a trial function with energy $\varepsilon$, so by the variational principle the new lowest energy cannot lie above $\varepsilon$. The replacement must reproduce the action on $\varphi$, not just the average.

\section{The rank-one operator with the right action}

Seek a Hermitian operator of rank one,
\begin{equation}
K=\kappa|\beta\rangle\langle\beta|,\qquad \kappa\ \text{real},
\end{equation}
that satisfies $K\varphi=\delta V\varphi$. Inserting the form gives
\begin{equation}
\kappa\langle\beta|\varphi\rangle\,\beta=\delta V\varphi .
\end{equation}
Assume $v\ne0$. Then $\delta V\varphi$ is not zero, so the number $c=\kappa\langle\beta|\varphi\rangle$ is not zero either, and $\beta=\delta V\varphi/c$. Therefore
\begin{equation}
K=\frac{\kappa}{|c|^2}|\delta V\varphi\rangle\langle\delta V\varphi| .
\end{equation}
One factor remains. Since $\delta V$ is real, $\langle\delta V\varphi|\varphi\rangle=v$, and
\begin{equation}
K\varphi=\frac{\kappa v}{|c|^2}\,\delta V\varphi .
\end{equation}
This equals $\delta V\varphi$ when $\kappa/|c|^2=1/v$. The result is the Kleinman--Bylander (KB) form,
\begin{equation}
\boxed{K=\frac{|\delta V\varphi\rangle\langle\delta V\varphi|}
{\langle\varphi|\delta V|\varphi\rangle}} .
\label{kb}
\end{equation}
The derivation also shows that no other Hermitian rank-one operator has the required action. If $v=0$ while $\delta V\varphi\ne0$, there is no solution: $\beta$ must be proportional to $\delta V\varphi$, which is then orthogonal to $\varphi$, so $K\varphi=0$.

As a limit, let $\delta V$ equal a constant $a$ wherever $\varphi$ is appreciable. Then $\delta V\varphi=a\varphi$ and $v=a$, so $K=a|\varphi\rangle\langle\varphi|$. The obvious projector then coincides with the KB form, because the potential does not reshape the orbital. This concerns the action on $\varphi$ only: a function orthogonal to $\varphi$ in the same region is sent to zero, whereas the potential multiplies it by $a$.

Define the error operator $D=\delta V-K$. By construction $D\varphi=0$. With $h_{\rm KB}=h_{\rm loc}+K$,
\begin{equation}
h_{\rm KB}\varphi=h_{\rm loc}\varphi+\delta V\varphi
=h_{\rm SL}\varphi=\varepsilon\varphi .
\end{equation}
The reference energy is preserved. Diagonalizing the two Hamiltonians separately gives $-0.21644836$ hartree for both. This argument does not say that $\varphi$ is the lowest state of $h_{\rm KB}$; that needs a further condition, found below.

\section{Moving away from the reference}

Let $\chi$ be normalized and orthogonal to $\varphi$, and let $\eta$ be a small real number. Consider
\begin{equation}
\psi=\frac{\varphi+\eta\chi}{\sqrt{1+\eta^2}} .
\end{equation}
Because $D\varphi=0$, the error of the action is
\begin{equation}
D\psi=\frac{\eta}{\sqrt{1+\eta^2}}D\chi ,
\label{action}
\end{equation}
which is first order in $\eta$ unless $D\chi=0$. For the expectation value, expand both sides of the bracket:
\begin{align}
(1+\eta^2)\langle\psi|D|\psi\rangle
&=\langle\varphi|D|\varphi\rangle
+\eta\langle\varphi|D|\chi\rangle
+\eta\langle\chi|D|\varphi\rangle
+\eta^2\langle\chi|D|\chi\rangle .
\end{align}
The first and third terms contain $D\varphi$. The second contains $\langle\varphi|D$, which vanishes because $D$ is Hermitian. Only the last survives, and inserting Eq.~\eqref{kb} gives
\begin{equation}
\langle\psi|D|\psi\rangle=\frac{\eta^2}{1+\eta^2}
\left[\langle\chi|\delta V|\chi\rangle-
\frac{|\langle\chi|\delta V|\varphi\rangle|^2}{v}\right].
\label{second}
\end{equation}
So ``second order'' describes expectation values, not the function produced by the operator.

For a concrete deviation, take $u=re^{-r^2/2}$, remove its $\varphi$ component and normalize. The bracket, in hartree, is
\begin{equation}
0.70858-\frac{(0.15868)^2}{0.04805}=0.1846 .
\end{equation}
At $\eta=0.1$ the expectation error is $0.01\times0.1846/1.01=1.828\times10^{-3}$ hartree. The norm of $D\chi$ is $0.4066$ hartree, so the action error is $0.1\times0.4066/\sqrt{1.01}=4.05\times10^{-2}$ hartree. Halving $\eta$ to $0.05$ reduces them to $4.60\times10^{-4}$ and $2.03\times10^{-2}$ hartree, close to factors of four and two.

The obvious projector lacks the cancellation. Its action on $\chi$ is zero, so its expectation error is
\begin{equation}
\frac{2\eta\langle\chi|\delta V|\varphi\rangle
+\eta^2\langle\chi|\delta V|\chi\rangle}{1+\eta^2}
\end{equation}
for real functions. At $\eta=0.1$ this is $3.84\times10^{-2}$ hartree, about 21 times the KB error.

\section{The error measures a change of shape in the core}

The size of $\eta$ does not tell the whole story, since $\delta V$ acts only in the core. Suppose $\varphi$ has no node where $\delta V$ matters, and write a real orbital there as $\psi=f\varphi$. Define the weight and average
\begin{equation}
w(r)=\frac{\delta V(r)\varphi(r)^2}{v},\qquad
\langle f\rangle_w=\int_0^\infty wf\,dr .
\end{equation}
The weight integrates to one. The two parts of the error become
\begin{align}
\langle\psi|\delta V|\psi\rangle&=\int_0^\infty\delta V\varphi^2f^2dr
=v\langle f^2\rangle_w,\\
\langle\psi|K|\psi\rangle&=\frac{1}{v}
\left(\int_0^\infty\delta V\varphi^2f\,dr\right)^2
=v\langle f\rangle_w^2 .
\end{align}
Subtracting them,
\begin{equation}
\langle\psi|D|\psi\rangle=v\left(\langle f^2\rangle_w-\langle f\rangle_w^2\right)
=v\,\operatorname{Var}_w f .
\label{variance}
\end{equation}
If $f$ is constant in the core, the error vanishes, however large that constant is. The KB operator handles a change of core amplitude and misses a change of core shape.

For the deviation above at $\eta=0.2$, the mean of $f$ is $1.628$ and its variance is $0.1478$. The error is $0.04805\times0.1478=7.10\times10^{-3}$ hartree. A modest $\eta$ here means a large relative change in the core, because $\varphi$ itself is small there.

When $\delta V\ge0$, the weight is nonnegative and Eq.~\eqref{variance} is a true variance. Positivity of $D$ also follows without assuming a nodeless orbital, from the Cauchy--Schwarz inequality:
\begin{equation}
|\langle\delta V\varphi|\psi\rangle|^2
=|\langle\sqrt{\delta V}\varphi|\sqrt{\delta V}\psi\rangle|^2
\le v\langle\psi|\delta V|\psi\rangle .
\end{equation}
Division by $v$ gives $\langle\psi|D|\psi\rangle\ge0$. Since $h_{\rm SL}=h_{\rm KB}+D$, the min--max principle then places each ordered KB level at or below its semilocal counterpart.

If $\delta V$ changes sign, $w$ is no longer a probability density and $v$ can be small through cancellation. The second term of Eq.~\eqref{second} then grows as $1/v$, unless its numerator also vanishes. The numerical check uses $\delta V=e^{-r^2}(1-sr^2)$ with $s$ close to the value where $v=0$. With $\varphi$ and $\chi$ held fixed, the quadratic coefficient grows by a factor of $10.00$ when $v$ falls from $2.4\times10^{-6}$ to $2.4\times10^{-7}$ hartree. The error is still second order, but with a useless prefactor.

\section{Eigenvalues in a changed environment}

A pseudopotential is built in one environment and used in another. Add the same real potential $\lambda W$ to both Hamiltonians and follow the state that starts at $\varphi$:
\begin{align}
(h_{\rm SL}+\lambda W)\psi_{\rm SL}&=E_{\rm SL}\psi_{\rm SL},\\
(h_{\rm KB}+\lambda W)\psi_{\rm KB}&=E_{\rm KB}\psi_{\rm KB}.
\end{align}
Take the inner product of the first equation with $\psi_{\rm KB}$. Take the adjoint of the second and apply it to $\psi_{\rm SL}$. In the difference, $h_{\rm loc}$ and $\lambda W$ cancel, leaving $\delta V-K=D$:
\begin{equation}
E_{\rm SL}-E_{\rm KB}=
\frac{\langle\psi_{\rm KB}|D|\psi_{\rm SL}\rangle}
{\langle\psi_{\rm KB}|\psi_{\rm SL}\rangle} .
\label{identity}
\end{equation}
This identity needs a nonzero overlap but no small parameter.

Now let $\lambda$ be small and let $\varepsilon$ be nondegenerate in both Hamiltonians. With $X$ standing for SL or KB, write $\psi_X=\varphi+\lambda\chi_X+O(\lambda^2)$ with $\langle\varphi|\psi_X\rangle=1$, so that $\chi_X$ is orthogonal to $\varphi$ but not normalized. The terms of order $\lambda$ in the eigenvalue equation are
\begin{equation}
h_X\chi_X+W\varphi=\varepsilon\chi_X+E_X^{(1)}\varphi .
\end{equation}
Projection on $\varphi$ removes the $\chi_X$ terms, because $h_X\varphi=\varepsilon\varphi$. Thus $E_X^{(1)}=\langle\varphi|W|\varphi\rangle\equiv\langle W\rangle$, the same for both Hamiltonians, and
\begin{equation}
(h_X-\varepsilon)\chi_X=-(W-\langle W\rangle)\varphi .
\end{equation}
In Eq.~\eqref{identity}, $D$ annihilates $\varphi$ on either side. The numerator starts at $\lambda^2$, while the denominator is $1+O(\lambda^2)$. Hence
\begin{equation}
E_{\rm SL}-E_{\rm KB}=
\lambda^2\langle\chi_{\rm KB}|D|\chi_{\rm SL}\rangle+O(\lambda^3).
\label{eigenerror}
\end{equation}

For $W=e^{-r^2/4}$, with $\lambda$ in hartree, the response equations give a coefficient of $2.3763\times10^{-3}$ hartree$^{-1}$. Diagonalization at $\lambda=\pm0.005$, averaged to cancel the cubic term, gives $2.3764\times10^{-3}$.

At $\lambda=0.08$ the semilocal level rises by
\begin{equation}
-0.204186-(-0.216448)=0.01226\ \text{hartree}.
\end{equation}
The KB level differs from it by $1.279\times10^{-5}$ hartree, or $0.348$ meV. This is about $0.10\%$ of the shift. The quadratic term alone predicts $0.0064\times2.3763\times10^{-3}=1.521\times10^{-5}$ hartree, so higher orders are visible. As $\lambda$ is halved three times, the error falls by factors of $3.66$, $3.83$ and $3.92$, approaching four.

\subsection*{A test far from the reference in norm}

The second $s$ state, at $-0.07892$ hartree, is orthogonal to $\varphi$. It is not a small deviation, yet its KB eigenvalue is too low by just $3.59\times10^{-5}$ hartree. The shape function $f=\psi/\varphi$ explains this. The two states, with energies $E$ and $\varepsilon$, obey
\begin{equation}
\varphi''=2(V-\varepsilon)\varphi,\qquad
\psi''=2(V-E)\psi,\qquad V=V_{\rm loc}+\delta V .
\end{equation}
Multiply the second by $\varphi$, the first by $\psi$, and subtract:
\begin{equation}
(\varphi\psi'-\psi\varphi')'=-2(E-\varepsilon)\varphi\psi .
\end{equation}
The bracket on the left equals $\varphi^2f'$ and vanishes at the origin. Integrating from there,
\begin{equation}
f'(r)=-\frac{2(E-\varepsilon)}{\varphi(r)^2}
\int_0^r\varphi(s)^2f(s)\,ds .
\end{equation}
In a fixed core region, $f$ is therefore a constant plus a correction of order $E-\varepsilon$, and its variance is of order $(E-\varepsilon)^2$. In the example, the standard deviation of $f$ is $5.1\%$ of the magnitude of its mean. Equation~\eqref{variance} gives an expectation error of $2.94\times10^{-5}$ hartree. It differs from the eigenvalue error because Eq.~\eqref{identity} also contains the change of the eigenstate.

\section{When the reference is not the lowest level}

An exact reference eigenvalue does not exclude a spurious level below it, called a ghost. Let $e_0\le e_1\le\ldots$ be the levels of $h_{\rm loc}$ and $E_0\le E_1\le\ldots$ those of $h_{\rm KB}$, counted within this channel among discrete levels. Take $v>0$, so that $K$ is a positive operator of rank one. By the min--max principle, adding $K$ cannot lower a level: $E_n\ge e_n$.

There is also an upper bound. The lowest $n+2$ eigenvectors of $h_{\rm loc}$ span a space that contains at least $n+1$ independent directions orthogonal to $\delta V\varphi$. On these directions $K$ vanishes, and the energy is at most $e_{n+1}$. The min--max principle then gives
\begin{equation}
e_n\le E_n\le e_{n+1}.
\label{interlace}
\end{equation}
If $\varepsilon<e_1$, then $E_1\ge e_1>\varepsilon$, and the reference must be $E_0$. If $\varepsilon>e_1$, then $E_0\le e_1<\varepsilon$, and there is a ghost. For $v<0$ the roles of $h_{\rm loc}$ and $h_{\rm KB}$ are exchanged, so $E_n\le e_n\le E_{n+1}$. The reference is then lowest if $\varepsilon<e_0$, and a ghost exists if $\varepsilon>e_0$.

In the model, $e_0=-0.3311$ and $e_1=-0.1014$ hartree. The reference at $-0.2164$ lies between them, so it is the lowest KB level.

Now subtract $20e^{-r^2}$ from $V_{\rm loc}$ and add it to $\delta V$. The semilocal channel is unchanged, but $e_1$ drops to $-3.960$ hartree, far below $\varepsilon$. Rebuilding $K$ with the same $\varphi$ keeps $\varepsilon$ in the spectrum but puts two levels below it, the lowest at $-9.216$ hartree. The second-order result still applies to the level followed from $\varphi$, but its coefficient changes: for the same $W$ it becomes $-0.104$ hartree$^{-1}$, about 44 times larger in magnitude and of opposite sign (this level is no longer the lowest KB level, so the ordering result does not fix the sign); a ground-state calculation would find the ghost instead. The division into local and nonlocal parts, immaterial for the semilocal potential of this channel, matters for the separable one.

\section{All magnetic components and an orbital basis}

For general $l$, use the reference orbitals $\varphi_{lm}(\mathbf r)=\varphi_l(r)Y_{lm}(\hat{\mathbf r})/r$ and define
\begin{equation}
b_{lm}(\mathbf r)=\delta V_l(r)\varphi_{lm}(\mathbf r),\qquad
v_l=\int_0^\infty\delta V_l\varphi_l^2\,dr .
\end{equation}
The denominator does not depend on $m$, because $Y_{lm}$ is normalized. The channel operator is
\begin{equation}
K_l=\frac{1}{v_l}\sum_{m=-l}^{l}|b_{lm}\rangle\langle b_{lm}| .
\end{equation}
It has rank one for each $m$, and rank $2l+1$ in total. Components with different $l,m$ are orthogonal in angle, so the radial results above hold in each. The addition theorem gives
\begin{equation}
\sum_m Y_{lm}(\hat{\mathbf r})Y_{lm}^*(\hat{\mathbf r}')
=\frac{2l+1}{4\pi}P_l(\hat{\mathbf r}\cdot\hat{\mathbf r}') ,
\end{equation}
which depends only on the angle between the two directions. The full sum is rotationally invariant; a single term with $l>0$ is not.

For basis orbitals $p$ and $q$, set $B_{mp}=\langle b_{lm}|p\rangle$. Then
\begin{equation}
\langle p|K_l|q\rangle=\frac{1}{v_l}\sum_m B_{mp}^*B_{mq} .
\label{basis}
\end{equation}
For $N$ orbitals, one channel on one atom needs $(2l+1)N$ overlaps in place of a radial integral for each pair. In orbital-space quantum Monte Carlo, the operator enters through this one-body matrix, and Eq.~\eqref{basis} supplies it in factored form.

The angular factor has a simple test for $l=1$. Place equal spherical Gaussians at unit distance from the atom, in directions $\hat{\mathbf a}$ and $\hat{\mathbf b}$. With real harmonics, the three overlaps of each Gaussian form a vector. Symmetry about the displacement axis makes that vector parallel to the displacement, and its length is the same for both. The matrix element between the Gaussians, divided by the diagonal one, must therefore be $\hat{\mathbf a}\cdot\hat{\mathbf b}$. For $(0,0,1)$ and $(1,2,2)/3$ this is $2/3$, and three-dimensional quadrature gives $0.66666667$.

A related statement holds for a correlated state. Let $\gamma$ be its one-body density matrix, $P$ the projector on the reference orbitals $\varphi_{lm}$ of the channel, and $Q=1-P$. Let $D_l$ be the semilocal channel operator minus $K_l$. Since $D_lP=PD_l=0$, we have $D_l=QD_lQ$, and
\begin{equation}
\operatorname{Tr}(D_l\gamma)=\operatorname{Tr}(D_l\,Q\gamma Q).
\end{equation}
The error in the expectation value is linear in the part of the density matrix outside the reference orbitals, which is quadratic in the orbital amplitudes there. That part need not be small. Weakly occupied natural orbitals contribute in proportion to their occupations, even when the main orbital coincides with $\varphi$, and a second filled shell in the same channel contributes with its full occupation. The error is then small only if those orbitals share the core shape of $\varphi$. This concerns the expectation value in a given state; replacing the operator also changes the state that a calculation finds.

\section*{Calculated quantities}
\begin{verbatim}
MODEL: V_loc=-erf(r)/r, dV=A exp(-r^2), W=exp(-r^2/4)
Core height A = 2.0 hartree
Grid spacing = 0.100 bohr; length = 40.0 bohr
Reference energy, semilocal = -0.21644836 hartree
Reference energy, KB = -0.21644836 hartree
Reference strength v = 0.04805182 hartree
Lowest energy with v|phi><phi| = -0.29424310 hartree
PRESCRIBED DEVIATION: chi from u=r exp(-r^2/2)
<chi|dV|chi> = 0.70857581 hartree
<chi|dV|phi> = 0.15867517 hartree
<chi|D|chi> = 0.18460380 hartree
Norm of D chi = 0.40662268 hartree
eta; KB expectation error; KB action error; simple error [Ha]
0.20; 7.100146e-03; 7.974527e-02; 8.828183e-02
0.10; 1.827760e-03; 4.046047e-02; 3.843643e-02
0.05; 4.603586e-04; 2.030577e-02; 1.759497e-02
For eta=0.20: mean f = 1.628189; Var f = 1.477602e-01
CHANGED ENVIRONMENT: add lambda W
<phi|W|phi> = 0.16281047 (dimensionless)
Predicted coefficient of lambda^2 = 2.376330e-03 hartree^-1
Coefficient from diagonalization = 2.376404e-03 hartree^-1
lambda [Ha]; E_SL [Ha]; E_KB [Ha]; E_SL-E_KB [Ha]
0.08; -0.20418577; -0.20419856; 1.278609e-05
Error at lambda=0.08 = 0.347927 meV
0.04; -0.21012852; -0.21013201; 3.491377e-06
  error ratio after halving lambda = 3.6622
0.02; -0.21324054; -0.21324145; 9.112069e-07
  error ratio after halving lambda = 3.8316
0.01; -0.21483238; -0.21483261; 2.326878e-07
  error ratio after halving lambda = 3.9160
SECOND S STATE
Semilocal energy = -0.07891665 hartree
E_SL-E_KB = 3.589226e-05 hartree
<psi|D|psi> = 2.936140e-05 hartree
Relative spread of f in core = 0.050705
GHOST TEST: move C exp(-r^2) from V_loc to dV
Original local levels e0,e1 = -0.331141, -0.101447 hartree
Moved height C = 20.0 hartree
New local levels e0,e1 = -12.516001, -3.959765 hartree
Lowest KB level after move = -9.216197 hartree
Number of KB levels below reference = 2
Coefficient growth when v falls tenfold near zero = 10.0017
l=1 matrix-element ratio = 0.66666667; cosine = 0.66666667
\end{verbatim}
